# Finding a Defect-Migration Saddle with the Dimer Method: test program

```python
"""Dimer search for a first-order saddle, using forces only.
Result under test: turning a two-image dimer to the lowest-curvature mode,
climbing along it and relaxing across it leads from a minimum to a saddle;
the finite half-length delta shifts the saddle by -(delta^2/2) H^-1 T.
Surface: V = f(x) + (k/2)(y - h sin(2 pi x/b))^2, f' = A x (x-s)(x-b).
x: hop coordinate, y: relaxation coordinate (angstrom); V in eV.
H: Hessian, N: dimer axis, T_i = sum_jk V_ijk N_j N_k.
Model of a vacancy hop in Ge towards a donor; inputs are rough or round.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.ndimage import label

HOP = 2.45          # distance between the two sites, angstrom
TOP = 1.10          # x of the saddle, angstrom
BARRIER = 0.50      # eV
STIFF = 6.0         # k, eV/angstrom^2
SWING = 0.30        # h, angstrom
MASS_U = 72.6       # one Ge atom, u
TEMPERATURE = 773.0  # K
WAVE = 2 * np.pi / HOP
QUARTIC = 12 * BARRIER / (TOP**3 * (2 * HOP - TOP))
DELTA = 0.01        # dimer half-length, angstrom
ALPHA = 0.10        # relaxation step, angstrom^2/eV
MAX_MOVE = 0.10     # angstrom
ENERGY_CAP = 2.0    # eV


def energy(point):
    x, y = point
    profile = QUARTIC * (x**4 / 4 - (TOP + HOP) * x**3 / 3
                         + TOP * HOP * x**2 / 2)
    return profile + 0.5 * STIFF * (y - SWING * np.sin(WAVE * x))**2


def force(point):
    x, y = point
    offset = y - SWING * np.sin(WAVE * x)
    slope = SWING * WAVE * np.cos(WAVE * x)
    return np.array([-QUARTIC * x * (x - TOP) * (x - HOP)
                     + STIFF * offset * slope, -STIFF * offset])


def rotate(force_fn, point, axis, delta, tol=1e-3, max_turns=20):
    """Turn the axis to the lowest mode; return axis, C, mean force, calls."""
    def images(direction):
        plus = force_fn(point + delta * direction)
        minus = force_fn(point - delta * direction)
        return 0.5 * (plus + minus), (minus - plus) / (2 * delta)
    calls = 0
    for turn in range(max_turns + 1):
        mean, product = images(axis)
        calls += 2
        curvature = axis @ product
        residual = product - curvature * axis
        size = np.linalg.norm(residual)
        if size < tol or turn == max_turns:
            return axis, curvature, mean, calls
        theta = -residual / size
        trial = (axis + theta) / np.sqrt(2)
        trial_curvature = trial @ images(trial)[1]
        calls += 2
        b_one = -size
        a_one = curvature - trial_curvature + b_one
        angle = 0.5 * np.arctan2(-b_one, -a_one)
        axis = np.cos(angle) * axis + np.sin(angle) * theta
        axis = axis / np.linalg.norm(axis)


def search(start, axis, delta=DELTA, alpha=ALPHA, tol=1e-9, max_steps=200):
    point = np.array(start, dtype=float)
    path, curvatures, calls = [], [], 0
    status = "step limit"
    for _ in range(max_steps):
        axis, curvature, mean, used = rotate(force, point, axis, delta)
        calls += used
        path.append(point.copy())
        curvatures.append(curvature)
        if np.linalg.norm(mean) < tol and curvature < 0:
            status = "saddle"
            break
        if energy(point) > ENERGY_CAP:
            status = "energy cap"
            break
        along = mean @ axis
        climb = -along / max(abs(curvature), 1e-6)
        climb = np.clip(climb, -MAX_MOVE, MAX_MOVE)
        relax = alpha * (mean - along * axis)
        relax *= min(1.0, MAX_MOVE / max(np.linalg.norm(relax), 1e-15))
        point = point + climb * axis + relax
    return {"status": status, "path": np.array(path), "axis": axis,
            "curvatures": curvatures, "calls": calls}


# Symbolic derivatives: an independent reference for forces and Hessians
xs, ys = sp.symbols("x y", real=True)
sym_v = (QUARTIC * (xs**4 / 4 - (TOP + HOP) * xs**3 / 3
                    + TOP * HOP * xs**2 / 2)
         + STIFF / 2 * (ys - SWING * sp.sin(WAVE * xs))**2)
variables = (xs, ys)
sym_grad = sp.lambdify(variables, [sp.diff(sym_v, v) for v in variables])
sym_hess = sp.lambdify(variables, [[sp.diff(sym_v, u, v) for v in variables]
                                   for u in variables])
sym_third = sp.lambdify(variables, [[[sp.diff(sym_v, u, v, w)
                                      for w in variables] for v in variables]
                                    for u in variables])
for probe in ([0.3, -0.2], [1.4, 0.5], [-0.4, 0.1]):
    assert np.allclose(force(probe), -np.array(sym_grad(*probe)), atol=1e-10)

minimum = np.zeros(2)
saddle = np.array([TOP, SWING * np.sin(WAVE * TOP)])
final_site = np.array([HOP, 0.0])
for stationary in (minimum, saddle, final_site):
    assert np.linalg.norm(sym_grad(*stationary)) < 1e-10
hess_min = np.array(sym_hess(*minimum), dtype=float)
hess_sad = np.array(sym_hess(*saddle), dtype=float)
eig_min = np.linalg.eigvalsh(hess_min)
eig_sad, modes_sad = np.linalg.eigh(hess_sad)
assert eig_min[0] > 0 and eig_sad[0] < 0 < eig_sad[1]
assert np.linalg.eigvalsh(np.array(sym_hess(*final_site), float))[0] > 0

# Flooding: the two basins join between 0.01 eV below and above the barrier
flood_x = np.arange(-1.0, 3.5, 0.01)
flood_y = np.arange(-1.5, 1.5, 0.01)
flood = energy(np.meshgrid(flood_x, flood_y, indexing="ij"))
row_a, row_b = [np.argmin(abs(flood_x - p[0])) for p in (minimum, final_site)]
column = np.argmin(abs(flood_y))
for level, joined in ((BARRIER - 0.01, False), (BARRIER + 0.01, True)):
    regions = label(flood < level)[0]
    first, second = regions[row_a, column], regions[row_b, column]
    assert first > 0 and second > 0 and (first == second) == joined

# Main searches: both signs of the soft mode found at the minimum
rng = np.random.default_rng(7)
guess = rng.normal(size=2)
guess /= np.linalg.norm(guess)
soft, soft_curv, _, soft_calls = rotate(force, minimum, guess, DELTA)
soft = soft * np.sign(soft[0])
assert abs(soft_curv - eig_min[0]) < 2e-2  # finite dimer length
forward = search(minimum + 0.1 * soft, soft)
backward = search(minimum - 0.1 * soft, soft)
assert forward["status"] == "saddle"
found = forward["path"][-1]
found_curv = forward["curvatures"][-1]
assert np.linalg.norm(found - saddle) < 1e-3
assert abs(energy(found) - BARRIER) < 1e-6
assert abs(found_curv - eig_sad[0]) < 5e-3  # finite dimer length
assert abs(forward["axis"] @ modes_sad[:, 0]) > 1 - 1e-5

# Local convergence factor and the limit on the relaxation step
errors = np.linalg.norm(forward["path"] - found, axis=1)
late = int(np.argmax(errors < 1e-5))
measured_factor = errors[late + 1] / errors[late]
predicted_factor = abs(1 - ALPHA * eig_sad[1])
assert abs(measured_factor - predicted_factor) < 0.01
alpha_limit = 2 / eig_sad[1]
too_long = search(minimum + 0.1 * soft, soft, alpha=1.3 * alpha_limit)
assert too_long["status"] != "saddle"


# Linear stability of the reversed force
def reversed_force(point):
    axis, _, mean, _ = rotate(force, point, np.array([0.96, 0.28]),
                              1e-3, tol=1e-7)
    return mean - 2 * (mean @ axis) * axis


for point, eigenvalues in ((minimum, eig_min), (saddle, eig_sad)):
    shift = 1e-4
    jacobian = np.column_stack(
        [(reversed_force(point + shift * e) - reversed_force(point - shift * e))
         / (2 * shift) for e in np.eye(2)])
    rates = np.sort(np.linalg.eigvals(jacobian).real)
    expected = np.sort([eigenvalues[0], -eigenvalues[1]])
    assert np.allclose(rates, expected, atol=2e-3)

# Shift of the saddle by the finite dimer length
lowest = modes_sad[:, 0]
third = np.array(sym_third(*saddle), dtype=float)
curving = np.einsum("ijk,j,k->i", third, lowest, lowest)
unit_shift = -0.5 * np.linalg.solve(hess_sad, curving)
shift_rows = []
for half in (0.04, 0.02, 0.01):
    run = search(minimum + 0.1 * soft, soft, delta=half)
    assert run["status"] == "saddle"
    end = run["path"][-1]
    shift_rows.append((half, np.linalg.norm(end - saddle),
                       np.linalg.norm(unit_shift) * half**2,
                       energy(end) - BARRIER))
assert np.linalg.norm(end - saddle - unit_shift * half**2) < \
    0.02 * np.linalg.norm(unit_shift) * half**2
assert abs(shift_rows[1][1] / shift_rows[2][1] - 4) < 0.1
assert abs(shift_rows[1][3] / shift_rows[2][3] - 16) < 1.0

# Dependence on the starting direction
outcomes = {"saddle": 0, "energy cap": 0, "step limit": 0}
for angle in np.deg2rad(np.arange(24) * 15.0 + 4.0):
    direction = np.array([np.cos(angle), np.sin(angle)])
    run = search(minimum + 0.1 * direction, direction)
    outcomes[run["status"]] += 1
    if run["status"] == "saddle":
        assert np.linalg.norm(run["path"][-1] - saddle) < 1e-3
assert outcomes["saddle"] >= 6

# Rotation in many dimensions: 63 atoms, known spectrum, random orientation
dimension = 189
spectrum = np.concatenate(([-1.2], np.linspace(1.0, 12.0, dimension - 1)))
basis = np.linalg.qr(rng.normal(size=(dimension, dimension)))[0]
big_hessian = (basis * spectrum) @ basis.T
big_axis = rng.normal(size=dimension)
big_axis /= np.linalg.norm(big_axis)
_, big_curv, _, big_calls = rotate(lambda p: -big_hessian @ p,
                                   np.zeros(dimension), big_axis, DELTA,
                                   tol=1e-2, max_turns=300)
assert abs(big_curv - spectrum[0]) < 1e-4
assert big_calls < 2 * dimension

# Harmonic hop rate
mass = MASS_U * const.atomic_mass
si_stiffness = const.e / const.angstrom**2
boltzmann_ev = const.k / const.e
thermal = boltzmann_ev * TEMPERATURE
prefactor = np.sqrt(eig_min.prod() / eig_sad[1] * si_stiffness / mass) \
    / (2 * np.pi)
rate = prefactor * np.exp(-energy(found) / thermal)

# Classical anharmonicity: full integrals over the basin and dividing line
normal = lowest * np.sign(lowest[0])
tangent = np.array([-normal[1], normal[0]])
cell = 0.005
grid = np.meshgrid(np.arange(-1.5, 2.5, cell), np.arange(-1.5, 1.5, cell),
                   indexing="ij")
grid_energy = energy(grid)
in_basin = ((grid[0] - saddle[0]) * normal[0]
            + (grid[1] - saddle[1]) * normal[1]) < 0
line = np.linspace(-1.2, 1.2, 4801)
line_energy = energy(saddle[:, None] + tangent[:, None] * line) - BARRIER


def anharmonic_ratio(kt):
    basin = np.exp(-grid_energy[in_basin] / kt).sum() * cell**2
    crossing = np.exp(-line_energy / kt).sum() * (line[1] - line[0])
    basin_harmonic = 2 * np.pi * kt / np.sqrt(eig_min.prod())
    crossing_harmonic = np.sqrt(2 * np.pi * kt / eig_sad[1])
    return crossing / crossing_harmonic * basin_harmonic / basin


ratio_50, ratio_25 = [anharmonic_ratio(boltzmann_ev * t) for t in (50, 25)]
assert abs(2 * ratio_25 - ratio_50 - 1) < 0.01  # harmonic limit as T -> 0
anharmonic = anharmonic_ratio(thermal)

# Quantum vibration and tunnelling through the parabolic barrier top
reduced = const.hbar / (const.k * TEMPERATURE) * np.sqrt(si_stiffness / mass)
u_min = reduced * np.sqrt(eig_min)
u_side = reduced * np.sqrt(eig_sad[1])
u_top = reduced * np.sqrt(-eig_sad[0])
tunnelling = (u_top / 2) / np.sin(u_top / 2)
vibration = np.prod(np.sinh(u_min / 2) / (u_min / 2)) \
    * (u_side / 2) / np.sinh(u_side / 2)


def transmitted(z):
    return u_top * np.exp(-u_top * z) / (1 + np.exp(-2 * np.pi * z))


tunnel_integral = quad(transmitted, -8, 8, epsabs=1e-11)[0] \
    + quad(transmitted, 8, 60 / u_top, epsabs=1e-11, limit=200)[0]
assert abs(tunnel_integral - tunnelling) < 1e-7


def level_ratio(u):
    return u * np.exp(-u * (np.arange(5000) + 0.5)).sum()


level_factor = level_ratio(u_side) / (level_ratio(u_min[0])
                                      * level_ratio(u_min[1]))
assert abs(level_factor - vibration) < 1e-9
crossover = const.hbar * np.sqrt(-eig_sad[0] * si_stiffness / mass) \
    / (2 * np.pi * const.k)
assert crossover < TEMPERATURE

hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
print(f"inputs: b={HOP} s={TOP} h={SWING} angstrom, k={STIFF} eV/A^2")
print(f"barrier input {BARRIER} eV, A={QUARTIC:.4f} eV/A^4")
print(f"mass {MASS_U} u, temperature {TEMPERATURE} K, kT {thermal:.5f} eV")
print(f"delta {DELTA} A, alpha {ALPHA} A^2/eV, largest move {MAX_MOVE} A")
print(f"energy cap {ENERGY_CAP} eV, start displacement 0.1 A")
print("Hessian at minimum (xx, xy, yy), eV/A^2:",
      np.round(hess_min[[0, 0, 1], [0, 1, 1]], 4))
print("Hessian at saddle (xx, xy, yy), eV/A^2:",
      np.round(hess_sad[[0, 0, 1], [0, 1, 1]], 4))
print("eigenvalues at minimum, eV/A^2:", np.round(eig_min, 4))
print("eigenvalues at saddle, eV/A^2:", np.round(eig_sad, 4))
print(f"soft mode at minimum: {soft[0]:.4f} {soft[1]:.4f}, "
      f"C={soft_curv:.4f} eV/A^2, {soft_calls} force calls")
print("forward search: step, x (A), y (A), V (eV), C (eV/A^2)")
stride = int(np.ceil(len(forward["path"]) / 10))
for i in range(0, len(forward["path"]), stride):
    p = forward["path"][i]
    print(f"  {i:3d} {p[0]:9.5f} {p[1]:9.5f} {energy(p):9.5f} "
          f"{forward['curvatures'][i]:9.4f}")
print(f"moves {len(forward['path']) - 1}, force calls {forward['calls']}")
print(f"found saddle: {found[0]:.6f} {found[1]:.6f} A")
print(f"exact saddle: {saddle[0]:.6f} {saddle[1]:.6f} A")
print(f"found saddle: {found[0] / bohr:.5f} {found[1] / bohr:.5f} bohr")
print(f"found barrier {energy(found):.8f} eV = "
      f"{energy(found) / hartree:.6f} hartree")
print(f"found curvature {found_curv:.5f} eV/A^2")
print(f"unstable mode: {normal[0]:.4f} {normal[1]:.4f}")
print(f"error factor per move: measured {measured_factor:.4f}, "
      f"predicted {predicted_factor:.4f}")
print(f"alpha limit {alpha_limit:.4f} A^2/eV; 1.3 times it: "
      f"{too_long['status']}")
last = backward["path"][-1]
print(f"backward search: {backward['status']} after "
      f"{len(backward['path']) - 1} moves")
print(f"  last point {last[0]:.4f} {last[1]:.4f} A, V={energy(last):.4f} eV")
print("delta (A), saddle shift (A), predicted (A), barrier error (eV)")
for row in shift_rows:
    print(f"  {row[0]:.2f} {row[1]:.4e} {row[2]:.4e} {row[3]:.3e}")
print("24 start directions:", outcomes)
print(f"{dimension} dimensions: lowest curvature {big_curv:.5f} eV/A^2, "
      f"set {spectrum[0]} eV/A^2")
print(f"  force calls {big_calls}; full Hessian {2 * dimension}")
print(f"energy at final site {energy(final_site):.4f} eV")
print(f"rate prefactor {prefactor / 1e12:.4f} THz")
print(f"harmonic hop rate {rate:.4e} 1/s")
print(f"anharmonic factor {anharmonic:.4f}")
print(f"quantum vibration factor {vibration:.5f}")
print(f"tunnelling factor {tunnelling:.6f}, crossover {crossover:.2f} K")
print(f"rate factor for 0.1 eV in the barrier {np.exp(0.1 / thermal):.3f}")
print("all assertions hold")
```

It prints:

```
inputs: b=2.45 s=1.1 h=0.3 angstrom, k=6.0 eV/A^2
barrier input 0.5 eV, A=1.1863 eV/A^4
mass 72.6 u, temperature 773.0 K, kT 0.06661 eV
delta 0.01 A, alpha 0.1 A^2/eV, largest move 0.1 A
energy cap 2.0 eV, start displacement 0.1 A
Hessian at minimum (xx, xy, yy), eV/A^2: [ 6.7486 -4.6162  6.    ]
Hessian at saddle (xx, xy, yy), eV/A^2: [1.4373 4.381  6.    ]
eigenvalues at minimum, eV/A^2: [ 1.7429 11.0057]
eigenvalues at saddle, eV/A^2: [-1.2208  8.6581]
soft mode at minimum: 0.6779 0.7351, C=1.7431 eV/A^2, 6 force calls
forward search: step, x (A), y (A), V (eV), C (eV/A^2)
    0   0.06779   0.07351   0.00832    1.5190
    3   0.29531   0.26865   0.11725    1.1057
    6   0.58059   0.35707   0.30792    0.1922
    9   0.86793   0.24092   0.45469   -1.1858
   12   1.10154   0.09618   0.50002   -1.2130
   15   1.10001   0.09451   0.50000   -1.2208
   18   1.10001   0.09450   0.50000   -1.2209
   21   1.10001   0.09450   0.50000   -1.2209
moves 21, force calls 104
found saddle: 1.100007 0.094505 A
exact saddle: 1.100000 0.094532 A
found saddle: 2.07871 0.17859 bohr
found barrier 0.50000000 eV = 0.018375 hartree
found curvature -1.22086 eV/A^2
unstable mode: 0.8549 -0.5187
error factor per move: measured 0.1343, predicted 0.1342
alpha limit 0.2310 A^2/eV; 1.3 times it: step limit
backward search: energy cap after 11 moves
  last point -0.4489 -1.0744 A, V=2.3829 eV
delta (A), saddle shift (A), predicted (A), barrier error (eV)
  0.04 4.5549e-04 4.5620e-04 3.856e-07
  0.02 1.1400e-04 1.1405e-04 2.412e-08
  0.01 2.8506e-05 2.8513e-05 1.508e-09
24 start directions: {'saddle': 12, 'energy cap': 12, 'step limit': 0}
189 dimensions: lowest curvature -1.19998 eV/A^2, set -1.2 eV/A^2
  force calls 94; full Hessian 378
energy at final site -0.3635 eV
rate prefactor 2.7310 THz
harmonic hop rate 1.5012e+09 1/s
anharmonic factor 0.9735
quantum vibration factor 1.00221
tunnelling factor 1.000660, crossover 15.48 K
rate factor for 0.1 eV in the barrier 4.487
all assertions hold
```
